# Neighbour lists for periodic cells: image shifts, half-skin rule, optimal skin

## One atom, fifty-four neighbours

Take a face-centred cubic crystal described by its primitive cell, which holds one atom. Let the atoms interact through a Lennard-Jones pair potential, cut off at $r_c=2.5$ and shifted so that it vanishes there. Lengths are in units of $\sigma$, energies in units of $\varepsilon$ and masses in units of the atomic mass, the natural units of this model. At number density $\rho=0.8$ the nearest-neighbour distance is $1.209$. The first four shells lie at $1,\sqrt2,\sqrt3,2$ times this distance and contain $12+6+24+12=54$ atoms. The fourth is at $2.418$, inside the cutoff; the fifth, at $\sqrt5\times1.209=2.70$, is outside.

A naive neighbour search loops over pairs of different atoms and takes the nearest periodic image of each. Here there is no pair of different atoms, so it finds nothing. All 54 neighbours are images of the atom itself.

A neighbour must therefore be a triple $(i,j,\mathbf n)$ rather than a pair. Let the rows of the matrix $h$ be the lattice vectors $\mathbf a_1,\mathbf a_2,\mathbf a_3$, and let positions be row vectors. The triple stands for the separation

$$\mathbf d=\mathbf r_j-\mathbf r_i+\mathbf n h,\qquad \mathbf n\in\mathbb Z^3,$$

where $i=j$ is allowed if $\mathbf n\neq 0$. The list is full: it contains both $(i,j,\mathbf n)$ and $(j,i,-\mathbf n)$, so the energy per cell is half the sum of the pair potential over all entries. For the crystal this gives $-5.924\,\varepsilon$ per atom, and a periodic cell of 216 atoms gives the same value.

## How many images are enough

The search needs a finite range of $\mathbf n$. A tempting choice is $|n_k|\le\lceil R/|\mathbf a_k|\rceil$ for a search radius $R$. To see it fail, describe the same crystal by

$$\mathbf a_1'=\mathbf a_1,\qquad \mathbf a_2'=3\mathbf a_1+\mathbf a_2,\qquad \mathbf a_3'=2\mathbf a_2+\mathbf a_3 .$$

Solving for the old vectors gives $\mathbf a_2=\mathbf a_2'-3\mathbf a_1'$, and then

$$\mathbf a_3=\mathbf a_3'-2\mathbf a_2=\mathbf a_3'-2\mathbf a_2'+6\mathbf a_1'.$$

The nearest neighbour at $\mathbf a_3$ now has $\mathbf n=(6,-2,1)$. The new edges have lengths $1.21$, $4.36$ and $3.20$, so for $R=2.5$ the tempting range is $(3,1,1)$, and this neighbour is lost. The search finds 14 neighbours instead of 54.

What matters is the distance between opposite faces. Let $\mathbf g_k$ be column $k$ of $h^{-1}$. The fractional components of a vector $\mathbf d$ are $s_k=\mathbf d\cdot\mathbf g_k$. The planes $s_k=0$ and $s_k=1$ are normal to $\mathbf g_k$ and lie a distance

$$w_k=\frac{1}{|\mathbf g_k|}$$

apart; this is the perpendicular width. By the Cauchy–Schwarz inequality,

$$|\mathbf d|\le R\quad\Rightarrow\quad |s_k|\le|\mathbf d|\,|\mathbf g_k|\le \frac{R}{w_k}.\tag{1}$$

Since $\mathbf a_k\cdot\mathbf g_k=1$, the same inequality gives $w_k\le|\mathbf a_k|$: an edge length can overstate the width, never understate it.

Now wrap the atoms into the cell, so that their fractional coordinates $s_{i,k}$ lie in $[0,1)$. The separation has components $s_{j,k}-s_{i,k}+n_k$, and two coordinates in $[0,1)$ differ by less than 1. Hence

$$|n_k|\le\frac{R}{w_k}+|s_{j,k}-s_{i,k}|<\frac{R}{w_k}+1 .$$

An integer smaller than $x+1$ is at most $\lceil x\rceil$, so $|n_k|\le\lceil R/w_k\rceil$ suffices.

The primitive cell has three widths of $0.987$. The range is 3 in each direction, and $7^3=343$ images are examined. The skewed cell has widths $0.132$, $0.392$ and $0.987$, hence ranges 19, 7 and 3, and $39\times15\times7=4095$ images. Both searches return the 54 neighbours. Skew does not endanger correctness once widths are used, but it costs work, so a compact set of lattice vectors is preferable.

Equation (1) also shows when the nearest-image shortcut is sound. Two images of $j$ within $R$ of $i$ differ by a non-zero lattice vector of length at most $2R$. Such a vector has some integer component with $|n_k|\ge1$, so by (1) its length is at least $w_k$. If $2R<w_k$ for all $k$, there is thus at most one image in range. It has $|s_k|<1/2$, so rounding the fractional components finds it.

## Bins that do not care how thin the cell is

Testing every atom against every other costs a number of operations proportional to $N^2$. Sorting the atoms into bins removes this. Divide the cell into $m_k\ge1$ slices along direction $k$ and give atom $i$ the bin index $c_{i,k}=\lfloor m_k s_{i,k}\rfloor$.

Comparing each bin only with itself and its 26 neighbours breaks down in a thin cell: the neighbouring bin may be the same bin, and one layer of neighbours may not reach far enough. Both faults disappear if bins are numbered through all of space. The image of atom $j$ shifted by $\mathbf n$ has the extended index

$$\lfloor m_k(s_{j,k}+n_k)\rfloor=c_{j,k}+m_kn_k,$$

because $m_kn_k$ is an integer. Let $e_k=c_{j,k}+m_kn_k-c_{i,k}$ be its offset from the bin of $i$. For real $x,y$ one has $|\lfloor x\rfloor-\lfloor y\rfloor|<|x-y|+1$. With (1), a neighbour within $R$ satisfies

$$|e_k|<\frac{m_kR}{w_k}+1\quad\Rightarrow\quad |e_k|\le q_k=\left\lceil\frac{m_kR}{w_k}\right\rceil .\tag{2}$$

So the search visits all offsets with $|e_k|\le q_k$. For each it must recover the real bin and the image shift from $c_{i,k}+e_k=c_{j,k}+m_kn_k$ with $0\le c_{j,k}<m_k$. This is division with remainder, which has one solution:

$$c_{j,k}=(c_{i,k}+e_k)\bmod m_k,\qquad n_k=\left\lfloor\frac{c_{i,k}+e_k}{m_k}\right\rfloor .\tag{3}$$

Every pair of a bin and a shift belongs to one offset, so no triple is missed and none is found twice. Nothing was assumed about $w_k$ compared with $R$. For $m_k=1$ the offset is simply the image shift; for $m_k=2$ the offsets $+1$ and $-1$ lead to the same bin but to different images, as they should.

As a test, 43 atoms were placed at random in a triclinic cell of widths $4.05$, $3.84$ and $1.80$, and searched with $R=2.9$. The list has 3596 entries and agrees with an exhaustive image sum, both with one bin per direction and with a $3\times2\times2$ division. Keeping only the nearest image of each pair of different atoms would leave 1792 entries, about half.

One piece of bookkeeping remains. If atoms are wrapped back into the cell while a list is in use, $\mathbf r_i\to\mathbf r_i+\mathbf m_ih$ with integer $\mathbf m_i$, the stored shifts must follow. The separation becomes $\mathbf r_j-\mathbf r_i+(\mathbf m_j-\mathbf m_i+\mathbf n')h$, which equals the old one if

$$\mathbf n'=\mathbf n+\mathbf m_i-\mathbf m_j .$$

It is simpler to let positions run on unwrapped between builds and to wrap inside the search, converting the shifts with this rule.

## What a search costs

Suppose that each width is a whole multiple of $R$, at least $3R$, and let the bins have width $R$, so that $q_k=1$. The volume of one bin is

$$\frac{V}{m_1m_2m_3}=\frac{VR^3}{w_1w_2w_3}=\chi R^3,\qquad \chi=\frac{V}{w_1w_2w_3}.$$

The determinant of $h^{-1}$ has magnitude $1/V$. It is the volume of the parallelepiped spanned by the $\mathbf g_k$, which cannot exceed the product of their lengths, $1/(w_1w_2w_3)$. Therefore $\chi\ge1$, with equality for orthogonal axes. At uniform density the 27 bins contain

$$27\chi\rho R^3\tag{4}$$

candidates per atom, independent of $N$. For the rhombohedral shape of the fcc primitive cell $\chi=1.299$. With $R=2.9$ the formula gives $684$; the counts were $690$ for 1634 atoms and $689$ for 5502. The bins in that test were slightly wider than $R$, which raises the expected counts by about $5$ and $3.4$. The count also includes the atom itself, which with $m$ bins per direction adds $1-27/m^3$, here $0.6$ and $0.9$ for $m=4$ and $6$.

A sphere of radius $R$ holds about $(4\pi/3)\rho R^3$ atoms. The ratio of candidates to neighbours is then

$$\kappa=\frac{27\chi}{4\pi/3}=\frac{27\times1.299}{4.189}=8.37 .$$

For this cell shape about seven of every eight distance evaluations in a search are wasted. Since atoms move little in one time step, it is natural to keep the result and use it again.

## When a kept list becomes wrong

A list built with radius $r_c$ can fail at the next step, when an unlisted atom crosses the cutoff. The Verlet list therefore uses $R=r_c+\delta$, where $\delta$ is the skin. The question is how long it stays complete, that is, contains every triple with $|\mathbf d|\le r_c$.

Let $\mathbf u_i$ be the unwrapped displacement of atom $i$ since the build, and let the cell be fixed. The term $\mathbf nh$ is then constant, and a separation changes from $\mathbf d_0$ to $\mathbf d=\mathbf d_0+\mathbf u_j-\mathbf u_i$. The triangle inequality gives

$$|\mathbf d|\ge|\mathbf d_0|-|\mathbf u_i|-|\mathbf u_j| .\tag{5}$$

An unlisted triple had $|\mathbf d_0|>r_c+\delta$. As long as $|\mathbf u_i|+|\mathbf u_j|\le\delta$, it follows that $|\mathbf d|>r_c$, and the triple contributes nothing. This is guaranteed for all triples if

$$\max_i|\mathbf u_i|\le\frac{\delta}{2}.\tag{6}$$

That is the half-skin rule: rebuild as soon as (6) is violated.

No larger bound on the maximum displacement is safe for every configuration. Suppose the bound were $\delta/2+\eta$ with $\eta>0$; it may be taken small, since a larger bound permits the same motions. Place an unlisted pair at distance $r_c+\delta+\eta$ and let both atoms approach head-on by $\delta/2+\eta$. Their distance becomes

$$r_c+\delta+\eta-2\left(\frac{\delta}{2}+\eta\right)=r_c-\eta<r_c ,$$

and an interacting pair is missing. In the thin cell, with $\delta=0.4$, every atom with an unlisted neighbour just outside $R$ was driven straight towards the nearest one. Steps of $\delta/2$ missed no pair; steps 5% longer missed 13.

The rule is sufficient, not necessary. When one atom moves by a full skin and the others rest, the list is still complete, although (6) demands a rebuild. For $i\neq j$ this follows from (5); for $i=j$ the separation is $\mathbf nh$, which does not change in a fixed cell. The same two facts support a weaker rule: the sum of the two largest displacements must not exceed $\delta$.

Three conditions are built into the proof. Displacements must be unwrapped, or an atom crossing a cell face appears to jump. The check must come after the positions are advanced and before the forces are evaluated, at every step. And the cell must not change: if $h$ varies, as at constant pressure, $\mathbf nh$ changes too and (5) no longer holds as written. The plain remedy is to rebuild whenever $h$ changes.

## Choosing the skin

A thin skin forces frequent builds, a thick one burdens every step with useless entries. To balance them, count distance evaluations per atom and step, giving those in the build and those in the use of the list equal weight. If a list lives for $\tau$ steps on average,

$$C(\delta)=\frac{4\pi}{3}\rho R^3+\frac{27\chi\rho R^3}{\tau}=\frac{4\pi}{3}\rho\,(r_c+\delta)^3\left(1+\frac{\kappa}{\tau}\right).\tag{7}$$

On a real machine the two kinds of evaluation may differ in time; $\kappa$ should then be multiplied by the measured ratio.

The lifetime depends on the motion. Let $\ell_t$ be the largest displacement of any atom in step $t$. No atom can have moved farther since the build than the sum of the $\ell_t$. When a list expires, some atom has moved more than $\delta/2$, so the sum of $\ell_t$ over that list's life exceeds $\delta/2$. Add this over $M$ completed lists covering $T$ steps, and write $\bar\ell$ for the mean of $\ell_t$ over these steps:

$$T\bar\ell>M\frac{\delta}{2}\quad\Rightarrow\quad \tau=\frac TM>\frac{\delta}{s},\qquad s=2\bar\ell .\tag{8}$$

The simplest model replaces the bound by an equality, $\tau=\delta/s$. It idealises one fastest atom moving in a straight line at constant speed, with time treated as continuous. Since a list is renewed only at whole steps, that motion gives a life of $\lfloor\delta/s\rfloor+1$ steps, up to one step more than $\delta/s$. This whole number is not a lower bound when $\ell_t$ fluctuates; only (8) is. Collisions, or a change in which atom is fastest, also lengthen the life beyond $\delta/s$.

To see how much depends on this model, allow a power law $\tau=(\delta/s)^p$, where $p=2$ would correspond to random-walk motion, with displacements growing as the square root of time. With $G=\kappa s^p$, the function to minimise is $f=(r_c+\delta)^3(1+G\delta^{-p})$. Its logarithmic derivative is

$$\frac{f'}{f}=\frac{3}{r_c+\delta}-\frac{pG\delta^{-p-1}}{1+G\delta^{-p}}
=\frac{3}{r_c+\delta}-\frac{pG}{\delta^{p+1}+G\delta},$$

where the second fraction was expanded by $\delta^{p+1}$. Over a common denominator the numerator is $3(\delta^{p+1}+G\delta)-pG(r_c+\delta)$, and it vanishes when

$$3\delta^{p+1}+(3-p)G\delta=pGr_c .\tag{9}$$

For $0<p\le3$ the left side grows steadily from zero, so there is one positive root. Below it $f'<0$ and above it $f'>0$: it is the minimum. For $p=1$ equation (9) reads $3\delta^2+2G\delta-Gr_c=0$, and its positive root is

$$\delta^*=\frac{-2G+\sqrt{4G^2+12Gr_c}}{6}=\frac{-G+\sqrt{G^2+3Gr_c}}{3}.\tag{10}$$

For $G\ll r_c$ this tends to $\sqrt{Gr_c/3}$. Since $s$ is proportional to the time step at given speeds, the optimal skin then shrinks as the square root of the time step. The formula loses its meaning if $\delta^*$ is not well above $s$, because a list serves at least one step.

## The estimate against a counted run

A molecular dynamics run of 216 atoms at $\rho=0.8$ and mean temperature $1.03\,\varepsilon/k_B$ used a list with $\delta=0.4$ and time step $0.004$. Its rhombohedral cell has width $5.92$, two bins per direction. At five points of the run the pair count and energy were checked against an exhaustive image sum. All complete lists give the same forces, so in exact arithmetic the trajectory does not depend on the skin, and the stored run can be replayed for any $\delta$.

The mean largest displacement per step was $0.01571$, so $s=0.0314$ and $G=8.373\times0.03143=0.263$. Equation (10) gives

$$\delta^*=\frac{-0.263+\sqrt{0.069+1.974}}{3}=0.39 .$$

The replay supplies counted lifetimes and list lengths. The build cost is taken from (4), as for a large cell of this shape. The lifetimes and $s$, however, belong to 216 atoms. The largest displacement per step grows slowly with the number of atoms, so a larger system has shorter lives, a higher cost and a somewhat larger optimal skin. For Maxwell-distributed speeds at this temperature, $s$ rises from about $0.031$ for 216 atoms to $0.042$ for $10^5$, and (10) rises from $0.38$ to $0.44$.

| $\delta$ | life (steps) | entries per atom | $C$ |
|---|---|---|---|
| 0.1 | 3.8 | 58 | 189 |
| 0.2 | 6.9 | 64 | 144 |
| 0.3 | 10.3 | 72 | 132 |
| 0.4 | 13.7 | 80 | 130 |
| 0.6 | 21.2 | 99 | 139 |
| 1.0 | 39.6 | 143 | 173 |

For this trajectory the cheapest skin in a scan with spacing $0.05$ is $0.40$; another trajectory at the same state point can move it by one step of the scan. A bin search at every step, without a list, would cost $438$, or $3.4$ times as much. The minimum is flat: $\delta=0.3$ costs about 1% more than $0.4$, and $\delta=0.5$ about 2% more. Precision in $\delta^*$ is therefore not worth pursuing, but a skin of $0.1$ costs 45% more.

At $\delta^*$ the model predicts $C=135.5$, against $129.9$ counted. The build term accounts for most of the difference. With $27\chi\rho R^3=676$ at this radius, it is $676/12.37=54.7$ for the linear lifetime and $676/13.30=50.8$ for the counted one. The remaining $1.7$ is the difference between the uniform-density estimate of the list length and the counted length.

Between $\delta=0.4$ and $0.8$ the life grows with an effective exponent of $1.12$, close to linear. The quadratic law with the same $s$ would put the optimum at $0.24$ and promise a life of $(0.236/0.0314)^2\approx56$ steps there, whereas the counted lives at $0.2$ and $0.3$ are 7 and 10. It does not describe this run. The two-largest rule lengthens the mean life at $\delta=0.4$ from $13.7$ to $14.4$ steps, about 5%.

The lifetime law must suit the material. In a crystal whose atoms stay within a distance $A$ of their sites, no displacement since a build exceeds $2A$. A skin $\delta\ge4A$ then never expires, and no power law holds near that value. In such a case the replay of a short trajectory, which needs no law at all, is the better way to choose $\delta$.

The numerical check checks the search, the rebuild rule and the optimum numerically.

## Numbers as computed

```
cutoff 2.5 sigma, skin 0.4 sigma, list radius 2.9 sigma
density 0.8 sigma^-3, time step 0.004 reduced time units
fcc nearest-neighbour distance: 1.2091 sigma
fcc primitive cell widths (sigma): 0.9873 0.9873 0.9873
fcc skewed cell widths (sigma): 0.1319 0.3923 0.9873
fcc skewed cell edges (sigma): 1.2091 4.3596 3.1991
fcc neighbours inside cutoff, direct shells: 54
primitive cell: neighbours, candidates: 54 343
skewed cell: neighbours, candidates: 54 4095
skewed cell, image range from edge lengths: 3 1 1
skewed cell, neighbours found with that range: 14
fcc energy per atom, direct shells: -5.92419044 epsilon
fcc energy per atom, 216-atom cell: -5.92419044 epsilon
thin cell rows (sigma): 6.0 0.0 0.0; 2.5 5.0 0.0; 1.0 -1.5 1.8;
thin cell widths (sigma): 4.0496 3.8411 1.8000
thin cell image range: 1 1 2
thin cell atoms: 43
thin cell list entries (ordered), all images: 3596
thin cell entries with nearest image only: 1792
missed pairs, all atoms moved skin/2: 0
missed pairs, one atom moved a full skin: 0
missed pairs, all atoms moved 1.05 skin/2: 13
MD cell: 216 atoms, width 5.9235 sigma
shape factor chi of MD cell: 1.2990
build law, candidates per atom: 684.3
counted candidates per atom, N = 1634: 690.3
counted candidates per atom, N = 5502: 689.0
MD steps: 600 equilibration, 1200 production
mean temperature: 1.031 epsilon/k_B
largest total-energy change per atom: 6.9e-04 epsilon
exhaustive checks passed during MD: 5
mean fastest displacement per step: 0.01571 sigma
skin used per step s: 0.03143 sigma
build-to-list count ratio: 8.3733
G: 0.2632 sigma
optimal skin, linear lifetime law: 0.3887 sigma
optimal skin, quadratic lifetime law: 0.2359 sigma
skin (sigma) | mean life (steps) | entries/atom | cost/atom/step
  0.1 | 3.77 | 57.9 | 188.8
  0.2 | 6.91 | 64.3 | 144.3
  0.3 | 10.29 | 71.7 | 131.6
  0.4 | 13.72 | 80.0 | 129.9
  0.5 | 17.29 | 89.2 | 133.0
  0.6 | 21.16 | 99.0 | 138.5
  0.8 | 29.93 | 120.1 | 153.8
  1.0 | 39.57 | 143.0 | 173.4
cheapest skin in counted scan: 0.40 sigma
counted cost at cheapest skin: 129.9
counted life at predicted optimum: 13.30 steps
linear-law life at predicted optimum: 12.37 steps
counted cost at predicted optimum: 129.9
model cost at predicted optimum: 135.5
cost of a bin search every step, no list: 438.4
lifetime exponent between skins 0.4 and 0.8: 1.12
mean life at skin 0.4, half-skin rule: 13.72 steps
mean life at skin 0.4, two-largest rule: 14.39 steps
```
